# Why spin-restricted direct RPA dissociates minimal-basis H2 correctly: a program that tests the result

```python
# Result under test: for H2 with one s function per atom and spin-restricted
# orbitals g, u, the direct-RPA correlation energy is
#     E_c = (sqrt(gap^2 + 4 K gap) - gap - 2 K) / 2  ->  -K  as gap -> 0,
# and -K cancels the ionic excess of the determinant g^2 at large distance.
# K = (gu|gu); gap = e_u - e_g; X = n_a - n_b is the charge imbalance between
# the localized orbitals a, b = (g +- u)/sqrt(2). Hartree atomic units.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf, dft

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
ONE = np.eye(2)
X_OP = np.kron(SX, ONE) + np.kron(ONE, SX)  # X for two opposite-spin electrons


def rpa_formula(gap, K):
    return 0.5 * (np.sqrt(gap**2 + 4 * K * gap) - gap - 2 * K)


def rpa_matrix(gap, K):
    """Spin-orbital RPA problem, diagonalized without spin adaptation."""
    B = K * np.ones((2, 2))
    A = gap * np.eye(2) + B
    modes = np.linalg.eigvals(np.block([[A, B], [-B, -A]])).real
    return 0.5 * (np.sort(modes)[2:].sum() - np.trace(A))


def x2_formula(gap, K, lam=1.0):
    return 2 * np.sqrt(gap / (gap + 4 * lam * K))


def x2_response(gap, K, lam):
    """Fluctuation of X from the imaginary-frequency response."""
    def minus_chi(w):
        chi0 = sum(-2 * gap / (w * w + gap * gap) for spin in (0, 1))
        return -chi0 / (1 - lam * K * chi0)
    return quad(minus_chi, 0, np.inf, epsabs=1e-11, epsrel=1e-10,
                limit=300)[0] / np.pi


def hydrogen_molecule(R, kohn_sham=True):
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                unit="Bohr", basis="sto-3g", verbose=0)
    s = mol.intor("int1e_ovlp")[0, 1]
    C = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt([2 + 2 * s, 2 - 2 * s])
    hcore = scf.hf.get_hcore(mol)
    h = C.T @ hcore @ C
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), C, C, C, C)
    d = {"R": R, "mol": mol, "h": h, "eri": eri, "K": eri[0, 1, 0, 1]}
    d["E_det"] = 2 * h[0, 0] + eri[0, 0, 0, 0] + 1 / R
    d["hf_gap"] = (h[1, 1] + 2 * eri[1, 1, 0, 0] - eri[1, 0, 0, 1]
                   - h[0, 0] - eri[0, 0, 0, 0])
    H2e = (np.kron(h, ONE) + np.kron(ONE, h)
           + eri.transpose(0, 2, 1, 3).reshape(4, 4))
    energies, states = np.linalg.eigh(H2e)
    d["E_fci"] = energies[0] + 1 / R
    d["ionic_fci"] = states[:, 0] @ X_OP @ X_OP @ states[:, 0] / 4
    if kohn_sham:
        mf = dft.RKS(mol)
        mf.xc = "lda,pw"
        dm = 2 * np.outer(C[:, 0], C[:, 0])
        F = C.T @ (hcore + np.asarray(mf.get_veff(mol, dm))) @ C
        assert abs(F[0, 1]) < 1e-6  # g and u solve the Kohn-Sham equations
        d["gap"] = F[1, 1] - F[0, 0]
        d["E_c"] = rpa_formula(d["gap"], d["K"])
        d["E_rpa"] = d["E_det"] + d["E_c"]
    return d


# The isolated atom: one function, one electron, no virtual orbital
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
E_atom = scf.hf.get_hcore(atom)[0, 0]
E2 = 2 * E_atom
table = [hydrogen_molecule(R) for R in (1.4, 3.0, 4.0, 5.0, 6.0, 8.0,
                                        10.0, 12.0, 16.0)]
near, mid, far = table[0], table[3], table[-1]

# Symmetry-fixed orbitals against ordinary self-consistent calculations
ks = dft.RKS(near["mol"])
ks.xc = "lda,pw"
ks.kernel()
assert abs(ks.mo_energy[1] - ks.mo_energy[0] - near["gap"]) < 1e-6
assert abs(scf.RHF(near["mol"]).kernel() - near["E_det"]) < 1e-7

# Localized orbitals: K = (U - V)/2, and U drops out of J_gg - K
T = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)
for d in table:
    loc = np.einsum("pqrs,pi,qj,rk,sl->ijkl", d["eri"], T, T, T, T)
    d["U"], d["V"] = loc[0, 0, 0, 0], loc[0, 0, 1, 1]
    assert abs(d["K"] - (d["U"] - d["V"]) / 2) < 1e-10
    rest = d["V"] + 2 * loc[0, 0, 0, 1] + loc[0, 1, 0, 1]
    assert abs(d["eri"][0, 0, 0, 0] - d["K"] - rest) < 1e-10

# The determinant g^2 is half ionic: project on both electrons in a or in b
gg = np.array([1.0, 0.0, 0.0, 0.0])
ionic_det = sum((np.kron(T[:, i], T[:, i]) @ gg)**2 for i in (0, 1))
x2_det = gg @ X_OP @ X_OP @ gg
assert abs(ionic_det - 0.5) < 1e-12 and abs(x2_det - 4 * ionic_det) < 1e-12

# Closed RPA energy against diagonalization; full CI against its 2x2 formula
for d in table:
    assert abs(rpa_matrix(d["gap"], d["K"]) - d["E_c"]) < 1e-7
    D = (d["h"][1, 1] - d["h"][0, 0]
         + (d["eri"][1, 1, 1, 1] - d["eri"][0, 0, 0, 0]) / 2)
    d["D"] = D
    assert abs(d["E_det"] + D - np.hypot(D, d["K"]) - d["E_fci"]) < 1e-9

# Response route: frequency integral, then coupling-strength integral
nodes, weights = np.polynomial.legendre.leggauss(40)
for d in (near, mid):
    lams = (nodes + 1) / 2
    x2 = np.array([x2_response(d["gap"], d["K"], lam) for lam in lams])
    assert np.max(abs(x2 - x2_formula(d["gap"], d["K"], lams))) < 1e-7
    E_coupling = 0.5 * d["K"] * np.sum(weights / 2 * (x2 - 2))
    assert abs(E_coupling - rpa_matrix(d["gap"], d["K"])) < 1e-7


# Static response from a self-consistent Hartree calculation in a weak field
def imbalance(field, gap, K):
    def residual(x):
        mean_field = np.diag([-gap / 2, gap / 2]) + (field + K * x) * SX
        orbital = np.linalg.eigh(mean_field)[1][:, 0]
        return 2 * orbital @ SX @ orbital - x
    return brentq(residual, -2.1, 2.1, xtol=1e-14, rtol=1e-13)


f = 1e-4
for d in (near, mid):
    slope = (imbalance(f, d["gap"], d["K"])
             - imbalance(-f, d["gap"], d["K"])) / (2 * f)
    assert abs(slope * (d["gap"] + 4 * d["K"]) / -4 - 1) < 1e-4

# Second order in the coupling is -K^2/gap
lam = 1e-3 * near["gap"] / near["K"]
second = rpa_matrix(near["gap"], lam * near["K"]) / lam**2
assert abs(second / (-near["K"]**2 / near["gap"]) - 1) < 1e-2

# Approach to the floor: E_c + K ~ sqrt(K gap), from diagonalization
K_model = 0.3
approach = []
for gap in (1e-3, 1e-4, 1e-5):
    excess = rpa_matrix(gap, K_model) + K_model
    approach.append((gap, excess, excess / np.sqrt(K_model * gap)))
assert abs(approach[-1][2] - 1) < 5e-3
assert abs(approach[0][2] - 1) > abs(approach[1][2] - 1)

# Dissociation limit with the Kohn-Sham gap
gaps = [d["gap"] for d in table]
assert all(a > b > 0 for a, b in zip(gaps, gaps[1:]))
assert abs(far["E_det"] - far["K"] - E2) < 1e-6
assert abs(far["E_rpa"] - E2) < 1e-3 and abs(far["E_fci"] - E2) < 1e-6

# False barrier at intermediate distance
scan = [hydrogen_molecule(R) for R in np.arange(3.0, 12.01, 0.5)]
top = max(scan, key=lambda d: d["E_rpa"])
barrier = top["E_rpa"] - E2
assert barrier > 0 and top["E_fci"] < E2 and 3.0 < top["R"] < 12.0

# Hartree-Fock gap: closes only as 1/R
hf_rows = []
for R in (16.0, 100.0, 1000.0, 10000.0):
    d = hydrogen_molecule(R, kohn_sham=False)
    excess = d["E_det"] + rpa_matrix(d["hf_gap"], d["K"]) - E2
    hf_rows.append((R, d["hf_gap"], excess, excess / np.sqrt(d["K"] / R)))
    assert abs(d["hf_gap"] * R - 1) < 1e-4
assert abs(hf_rows[-1][3] - 1) < 0.02

print("H2, STO-3G, LDA (Slater + PW92) gap; energies in hartree, R in bohr")
print(f"atom energy E_H = {E_atom:.6f} hartree; 2 E_H = {E2:.6f} hartree")
print(f"determinant g^2: <X^2> = {x2_det:.4f}, ionic weight = {ionic_det:.4f}")
print("R (bohr) | gap | K | E_c(RPA) | E_c + K   (hartree)")
for d in table:
    print(f"{d['R']:5.1f} {d['gap']:.3e} {d['K']:.5f} {d['E_c']:.5f} "
          f"{d['E_c'] + d['K']:.5f}")
print("R (bohr) | energy minus 2 E_H (hartree): determinant, RPA, full CI")
for d in table:
    print(f"{d['R']:5.1f} {d['E_det'] - E2:9.5f} {d['E_rpa'] - E2:9.5f} "
          f"{d['E_fci'] - E2:9.5f}")
print("R (bohr) | ionic weight <X^2>/4: RPA at full coupling, full CI")
for d in table:
    print(f"{d['R']:5.1f} {x2_formula(d['gap'], d['K']) / 4:.5f} "
          f"{d['ionic_fci']:.5f}")
print(f"R = 16 bohr: U = {far['U']:.5f}, V = {far['V']:.5f}, "
      f"(U-V)/2 = {(far['U'] - far['V']) / 2:.5f} hartree")
for d in (near, mid, table[6]):
    print(f"R = {d['R']:.1f} bohr: second order -K^2/gap = "
          f"{-d['K']**2 / d['gap']:.4f}, D = {d['D']:.5f} hartree")
for lam in (0.0, 0.1, 0.5, 1.0):
    print(f"R = 8 bohr, coupling {lam:.1f}: RPA <X^2> = "
          f"{x2_formula(table[5]['gap'], table[5]['K'], lam):.4f}")
print(f"highest RPA point of scan (step 0.5 bohr): R = {top['R']:.1f} bohr")
print(f"  RPA minus 2 E_H = {barrier:.5f} hartree = "
      f"{barrier * HARTREE_EV:.3f} eV")
print(f"  there gap = {top['gap']:.5f}, K = {top['K']:.5f}, full CI minus "
      f"2 E_H = {top['E_fci'] - E2:.5f} hartree")
print(f"model K = {K_model} hartree: gap, E_c+K (hartree), ratio to sqrt(K gap)")
for gap, excess, ratio in approach:
    print(f"  {gap:.0e} {excess:.6f} {ratio:.4f}")
print("Hartree-Fock gap: R (bohr), gap, RPA minus 2 E_H (hartree), "
      "ratio to sqrt(K/R)")
for R, gap, excess, ratio in hf_rows:
    print(f"  {R:7.0f} {gap:.6f} {excess:.5f} {ratio:.4f}")
print("all tests passed")
```

Running it gives:

```
H2, STO-3G, LDA (Slater + PW92) gap; energies in hartree, R in bohr
atom energy E_H = -0.466582 hartree; 2 E_H = -0.933164 hartree
determinant g^2: <X^2> = 2.0000, ionic weight = 0.5000
R (bohr) | gap | K | E_c(RPA) | E_c + K   (hartree)
  1.4 7.477e-01 0.18126 -0.03043 0.15083
  3.0 2.009e-01 0.23512 -0.09615 0.13897
  4.0 8.758e-02 0.26513 -0.15037 0.11476
  5.0 3.634e-02 0.28773 -0.20205 0.08569
  6.0 1.379e-02 0.30402 -0.24581 0.05821
  8.0 1.458e-03 0.32480 -0.30376 0.02105
 10.0 9.913e-05 0.33730 -0.33157 0.00573
 12.0 3.588e-06 0.34564 -0.34452 0.00111
 16.0 5.361e-10 0.35605 -0.35604 0.00001
R (bohr) | energy minus 2 E_H (hartree): determinant, RPA, full CI
  1.4  -0.18355  -0.21398  -0.20411
  3.0   0.04789  -0.04826  -0.05199
  4.0   0.17208   0.02171  -0.01061
  5.0   0.24675   0.04470  -0.00173
  6.0   0.28809   0.04228  -0.00024
  8.0   0.32312   0.01937  -0.00000
 10.0   0.33719   0.00562  -0.00000
 12.0   0.34563   0.00111  -0.00000
 16.0   0.35605   0.00001   0.00000
R (bohr) | ionic weight <X^2>/4: RPA at full coupling, full CI
  1.4 0.35626 0.38800
  3.0 0.20976 0.14013
  4.0 0.13810 0.03277
  5.0 0.08748 0.00533
  6.0 0.05294 0.00070
  8.0 0.01674 0.00001
 10.0 0.00429 0.00000
 12.0 0.00081 0.00000
 16.0 0.00001 0.00000
R = 16 bohr: U = 0.77461, V = 0.06250, (U-V)/2 = 0.35605 hartree
R = 1.4 bohr: second order -K^2/gap = -0.0439, D = 0.78865 hartree
R = 5.0 bohr: second order -K^2/gap = -2.2782, D = 0.04236 hartree
R = 10.0 bohr: second order -K^2/gap = -1147.6627, D = 0.00011 hartree
R = 8 bohr, coupling 0.0: RPA <X^2> = 2.0000
R = 8 bohr, coupling 0.1: RPA <X^2> = 0.2107
R = 8 bohr, coupling 0.5: RPA <X^2> = 0.0947
R = 8 bohr, coupling 1.0: RPA <X^2> = 0.0670
highest RPA point of scan (step 0.5 bohr): R = 5.5 bohr
  RPA minus 2 E_H = 0.04548 hartree = 1.238 eV
  there gap = 0.02268, K = 0.29655, full CI minus 2 E_H = -0.00066 hartree
model K = 0.3 hartree: gap, E_c+K (hartree), ratio to sqrt(K gap)
  1e-03 0.016828 0.9715
  1e-04 0.005427 0.9909
  1e-05 0.001727 0.9971
Hartree-Fock gap: R (bohr), gap, RPA minus 2 E_H (hartree), ratio to sqrt(K/R)
       16 0.062500 0.12116 0.8122
      100 0.010000 0.05703 0.9224
     1000 0.001000 0.01917 0.9749
    10000 0.000100 0.00617 0.9920
all tests passed
```
